\section*{Rayleigh Evaporation of an Ideal Binary Liquid Source}

\section{From pressures to remaining amounts}

Q. A liquid source holds two volatile components, and vapour is drawn from it at fixed temperature. You say the amounts left are tied by a power law. Raoult's law describes equilibrium at one instant. How can it tell me anything about the whole history?

A. It gives the composition of each small portion of vapour that leaves, and adding the portions gives the history. Let $n_A$ and $n_B$ be the amounts left in the liquid, $x_i=n_i/(n_A+n_B)$ the mole fractions, and $P_i$ the pure vapour pressures at the source temperature $T$. For an ideal liquid the partial pressures are
\begin{equation}
p_i=x_iP_i=\frac{n_i}{n_A+n_B}\,P_i .
\end{equation}
In their ratio the total amount cancels:
\begin{equation}
\frac{p_A}{p_B}=\alpha\,\frac{n_A}{n_B},\qquad \alpha=\frac{P_A}{P_B}.
\label{eq:ratio}
\end{equation}

Q. That is a ratio of pressures. I asked about amounts removed.

A. Suppose gas leaves the source at volumetric flow $Q(t)$, measured at $T$, and carries both vapours at their equilibrium pressures. An ideal gas contains $p_i/(RT)$ moles of species $i$ per unit volume, so
\begin{equation}
\frac{dn_i}{dt}=-g(t)\,p_i,\qquad g(t)=\frac{Q(t)}{RT}.
\label{eq:balance}
\end{equation}
The minus sign appears because $n_i$ counts what stays behind. This balance assumes no refill, no returning vapour, no reaction, and a negligible amount stored in the headspace. The liquid must also be well mixed, so that its surface has the composition of its bulk.

Q. Deposition pulses the flow. Surely $g(t)$ matters.

A. It sets how fast the source moves along its path, but not the path. While $g>0$, dividing the balance for $A$ by that for $B$ and using \eqref{eq:ratio} gives
\begin{equation}
\frac{dn_A}{dn_B}=\frac{p_A}{p_B}=\alpha\frac{n_A}{n_B}
\quad\Longrightarrow\quad
\frac{dn_A}{n_A}=\alpha\,\frac{dn_B}{n_B}.
\label{eq:diff}
\end{equation}
When $g=0$ neither amount changes. At fixed $T$ the number $\alpha$ is constant, so integration from $(n_{A0},n_{B0})$ gives
\begin{align}
\ln\frac{n_A}{n_{A0}}&=\alpha\ln\frac{n_B}{n_{B0}},\\
\frac{n_A}{n_{A0}}&=\left(\frac{n_B}{n_{B0}}\right)^{\alpha}.
\label{eq:power}
\end{align}
The power law joins remaining fractions. Between bare amounts there is also a prefactor, $n_A=(n_{A0}/n_{B0}^{\alpha})\,n_B^{\alpha}$, which carries the units and the initial state.

Q. Has the cancellation of the flow been tried on the separate balances?

A. Yes. Both equations \eqref{eq:balance} were integrated in time with a flow proportional to $1+0.8\sin(40t)$, where $t$ is scaled so that pure $B$ would leave at a mean rate of one mole per unit time. The ratios $\alpha=10$, $2.5$, $1$ and $0.3$ were used, with initial fractions $x_A=0.02$, $0.6$, $0.3$ and $0.3$. Along each path $n_A/n_{A0}$ agreed with \eqref{eq:power} to within a relative difference of $10^{-6}$.

\section{What happens to the purity}

Q. A process engineer specifies purity, not two remaining fractions. Does the law help?

A. Define $r=n_A/n_B=x_A/(1-x_A)$ and the fraction of $B$ kept, $b=n_B/n_{B0}$. Dividing \eqref{eq:power} by $b$ gives
\begin{equation}
\frac{r}{r_0}=b^{\alpha-1}.
\label{eq:r}
\end{equation}
For $\alpha\ne1$ this can be solved for $b$:
\begin{equation}
b=\left(\frac{r}{r_0}\right)^{1/(\alpha-1)}.
\label{eq:b}
\end{equation}
If $A$ is the impurity and $\alpha>1$, then $r$ falls as $b$ falls: venting purifies the liquid. If $\alpha=1$, the composition stays fixed. If $\alpha<1$, the impurity accumulates. Asking for $r<r_0$ in \eqref{eq:b} would then require $b>1$, more $B$ than was present at the start. Venting carries off some of a less volatile impurity, but it cannot lower the impurity's mole fraction in this model source.

Q. The usual Rayleigh equation contains the total liquid and a mole fraction. Is yours a different law?

A. It is the same balance in other variables. Write $x=x_A$, $L=n_A+n_B$, and let $y$ be the mole fraction of $A$ in the vapour, leaving out any carrier gas:
\begin{equation}
y=\frac{xP_A}{xP_A+(1-x)P_B}=\frac{\alpha x}{1+(\alpha-1)x}.
\label{eq:y}
\end{equation}
When $L$ changes by $dL$, the amount of $A$ changes by $d(Lx)=y\,dL$. Expanding the left side gives $L\,dx=(y-x)\,dL$, or
\begin{equation}
\frac{dL}{L}=\frac{dx}{y-x}.
\end{equation}
From \eqref{eq:y},
\begin{equation}
y-x=\frac{\alpha x-x-(\alpha-1)x^2}{1+(\alpha-1)x}
=\frac{(\alpha-1)x(1-x)}{1+(\alpha-1)x}.
\end{equation}
We invert this and use $1/[x(1-x)]=1/x+1/(1-x)$:
\begin{align}
\frac1{y-x}
&=\frac1{\alpha-1}\left(\frac1x+\frac1{1-x}\right)+\frac1{1-x}\nonumber\\
&=\frac1{(\alpha-1)x}+\frac{\alpha}{(\alpha-1)(1-x)} .
\end{align}
Since $\int dx/(1-x)=-\ln(1-x)$, integration from $x_0$ to $x$ gives
\begin{equation}
\frac L{L_0}=\left(\frac x{x_0}\right)^{1/(\alpha-1)}
\left(\frac{1-x_0}{1-x}\right)^{\alpha/(\alpha-1)} .
\label{eq:L}
\end{equation}
To recover \eqref{eq:b}, note that $n_B=L(1-x)$. Multiplying \eqref{eq:L} by $(1-x)/(1-x_0)$ lowers the second exponent by one, to $1/(\alpha-1)$. The two factors then combine into $(r/r_0)^{1/(\alpha-1)}$.

\section{Purging a diethylzinc source}

Q. Give me a case in which the exponent costs or saves material.

A. Take diethylzinc (DEZ), a zinc precursor for zinc oxide deposition, as $B$, and residual hexane as $A$. At 298~K we use rounded, rough typical pressures of 15 and 150~Torr, so $\alpha=150/15=10$. The source starts with 0.98~mol DEZ and 0.02~mol hexane. The target is 0.1~mol\% hexane in the liquid. The required change in the amount ratio is
\begin{equation}
\frac r{r_0}=\frac{0.001/0.999}{0.02/0.98}=0.04905,
\end{equation}
and therefore
\begin{align}
b&=0.04905^{1/9}=0.715,\\
\frac{n_A}{n_{A0}}&=b^{10}=0.035 .
\end{align}
The purge removes about 96.5\% of the hexane and 28.5\% of the DEZ. The vented DEZ amounts to $0.98(1-0.7153)=0.279$~mol. Over ten hours this is a mean vapour flow of 10.4~sccm, referred to 0~$^\circ$C and 1~atm.

Q. A tenfold volatility ratio, and I still lose more than a quarter of the precursor?

A. Hexane is scarce in the liquid. At the start its vapour fraction is $10(0.02)/[1+9(0.02)]=0.169$, so about 83\% of the vented molecules are already DEZ. At the target the vapour fraction is $10(0.001)/[1+9(0.001)]=0.0099$, and about 99\% are DEZ. Each mole of hexane removed therefore costs about 5~mol of DEZ at the start and about 100~mol at the end. By \eqref{eq:b}, however, each halving of $r$ vents the same fraction of the DEZ then present.

Q. Then the gas reaching my reactor still contains one percent hexane, not a tenth of a percent.

A. Yes, if carrier gas is left out of the count. The specification must say which phase it concerns. By \eqref{eq:ratio}, $y/(1-y)=\alpha r$. To bring the vapour to 0.1~mol\%, $r$ must therefore be ten times smaller than at the liquid target. The kept fraction becomes $0.7153\times10^{-1/9}=0.554$, and about 45\% of the DEZ is vented.

Q. Could I simply watch the source pressure to see when the purge is done?

A. The change is visible at first and small near the end. The total vapour pressure is $xP_A+(1-x)P_B$. It starts at $0.02(150)+0.98(15)=17.7$~Torr and ends at 15.135~Torr, only 0.9\% above pure DEZ. For a DEZ evaporation heat of 0.40~eV per molecule, the Clausius--Clapeyron relation gives
\begin{equation}
\frac{d\ln P_B}{dT}=\frac{\Lambda_B}{k_BT^2}
=\frac{0.40}{(8.617\times10^{-5})(298)^2}\ \mathrm{K^{-1}}
\approx0.052\ \mathrm{K^{-1}} .
\end{equation}
A temperature error of about 0.2~K thus changes the pressure as much as the remaining hexane does. With these parameters, pressure alone identifies the endpoint only if temperature and gauge are controlled more tightly than that.

\section{When the exponent changes}

Q. You ignored the vapour stored above the liquid. A pulsed source empties a finite volume.

A. Let the headspace have volume $V$, and define $h_i=P_iV/(RT)$. After equilibration the liquid holds $n_i'$ and the vapour holds $x_i'h_i=n_i'h_i/L'$, where primes denote the equilibrated liquid. If $n_i$ was present before equilibration,
\begin{equation}
n_i=n_i'\left(1+\frac{h_i}{L'}\right).
\end{equation}
Emptying the vapour leaves $n_i'$. The exponent for one pulse is the ratio of the two logarithmic losses. With $\ln(1+u)=u-u^2/2+\cdots$,
\begin{equation}
\frac{\ln(1+h_A/L')}{\ln(1+h_B/L')}
\simeq\alpha\left(1-\frac{h_A-h_B}{2L'}\right).
\end{equation}
The leading correction is proportional to $V$ and lowers an exponent greater than one. Solving the equilibrium pulse by pulse for a 0.5~L headspace gives 9.978 over 698 pulses. Halving the volume gives 9.989, so the deviation from 10 halves, as predicted. The DEZ loss is 28.55\% for the larger volume, instead of 28.47\%. This includes any overshoot by the last pulse.

Q. What if the liquid is not ideal?

A. Activity coefficients $\gamma_i$ multiply the partial pressures. In a one-constant Margules model, $\ln\gamma_A=m(1-x)^2$ and $\ln\gamma_B=mx^2$. The local exponent is
\begin{equation}
\frac{d\ln n_A}{d\ln n_B}=\alpha\frac{\gamma_A}{\gamma_B}
=\alpha e^{m[(1-x)^2-x^2]}=\alpha e^{m(1-2x)} .
\end{equation}
It changes with composition, so a single power law no longer holds over a general path. For dilute $A$ it tends to $\alpha e^m$. With $m=0.2$, chosen for sensitivity and not measured for this mixture, that limit is 12.2. The whole purge has an average logarithmic exponent of 12.18 and vents 23.6\% of the DEZ. For $x<1/2$, as here, a negative $m$ would lower the exponent.

Q. Evaporation also cools the source. If both pressures fall, does the effect cancel?

A. It cancels only as far as they fall by the same factor. Subtracting the Clausius--Clapeyron relations for $A$ and $B$ gives
\begin{equation}
\frac{d\ln\alpha}{dT}=\frac{\Lambda_A-\Lambda_B}{k_BT^2}.
\end{equation}
For constant evaporation heats, integration from $T$ to $T'$ gives
\begin{equation}
\alpha(T')=\alpha(T)\exp\left[-\frac{\Lambda_A-\Lambda_B}{k_B}
\left(\frac1{T'}-\frac1T\right)\right].
\end{equation}
We use rough values of 0.30~eV for hexane and 0.40~eV for DEZ. Cooling then raises $\alpha$, because DEZ loses vapour pressure faster. A source held 5~K colder throughout has $\alpha=10.7$ and vents 26.7\%. If the temperature drifts during the purge, \eqref{eq:diff} must be integrated with the changing $\alpha$.

Q. Suppose I pump the source directly. Does fixed temperature then guarantee your exponent?

A. No. The two species must also be removed with equal efficiency. If their factors in \eqref{eq:balance} are $g_A$ and $g_B$, the ratio of the balances acquires a factor $g_A/g_B$. In free evaporation into vacuum, with equal sticking coefficients and no returning molecules, the molar flux is proportional to $p_i/\sqrt{M_i}$, where $M_i$ is the molar mass. The exponent becomes
\begin{equation}
\alpha_{\rm free}=\alpha\sqrt{\frac{M_B}{M_A}}
=10\sqrt{\frac{123}{86}}=11.96 ,
\end{equation}
and a liquid kept uniform and at fixed temperature would lose 24.1\% of its DEZ. This is a limiting case, not a description of the ten-hour purge. At 15~Torr, free evaporation from a 30~cm$^2$ surface would remove the 0.279~mol of DEZ in about two seconds, too fast for the liquid to stay mixed or keep its temperature. A pumped source whose headspace stays close to equilibrium, and whose gas leaves as a bulk flow, instead obeys \eqref{eq:balance} with a common $g$.

\section{The poorly mixed liquid}

Q. Hexane leaves from the surface. Why should the surface keep the bulk composition?

A. It need not. In this example a 1~mm unmixed layer, if it stayed stagnant, would change the loss more than any of the other corrections. Consider dilute $A$ and a stagnant liquid film of thickness $\delta$ below the surface, with well-mixed liquid beneath it. In the frame of the receding surface, liquid approaches at speed $v$. Put the surface at $z=0$ and the bulk at $z=-\delta$. With constant molar density $c$ and diffusivity $D$, the flux of $A$ towards the surface is
\begin{equation}
J_A=c\left(vx-D\frac{dx}{dz}\right).
\end{equation}
In a steady film $J_A$ is independent of $z$. For dilute $A$, $J_B\simeq cv$, and vapour equilibrium at the surface gives $J_A/J_B\simeq\alpha x_s$, where $x_s$ is the surface fraction. Hence
\begin{equation}
D\frac{dx}{dz}=v(x-\alpha x_s).
\end{equation}
The solution with $x(0)=x_s$ is
\begin{equation}
x(z)=\alpha x_s+(1-\alpha)x_s e^{vz/D}.
\end{equation}
At $z=-\delta$ this equals the bulk fraction $x_b$. Writing the removal ratio as $J_A/J_B=\alpha_{\rm eff}x_b$ gives
\begin{equation}
\alpha_{\rm eff}=\frac{\alpha x_s}{x_b}
=\frac{\alpha}{\alpha+(1-\alpha)e^{-v\delta/D}} .
\label{eq:film}
\end{equation}
If the film holds little material and $v$, $\delta$ and $D$ stay fixed, $\alpha_{\rm eff}$ replaces $\alpha$ in the dilute power law.

Q. So it is enough that $v\delta/D$ be small?

A. Not for a large $\alpha$. For small $q=v\delta/D$, using $e^{-q}\simeq1-q$ in \eqref{eq:film} gives
\begin{equation}
\alpha_{\rm eff}\simeq\frac{\alpha}{1+(\alpha-1)q}.
\end{equation}
For $\alpha>1$ the condition is therefore $(\alpha-1)q\ll1$. In the opposite limit, $q\gg1$, the exponent tends to one: whatever the bulk supplies must leave, and fractionation stops.

Q. Put in the numbers for your source.

A. With liquid density 1.2~g/cm$^3$, surface area 30~cm$^2$ and a ten-hour purge, the mean recession speed is
\begin{equation}
v=\frac{0.279\times123}{1.2\times30\times36000}\ \mathrm{cm/s}
=2.65\times10^{-5}\ \mathrm{cm/s}.
\end{equation}
We hold this speed fixed and take $D=2\times10^{-5}$~cm$^2$/s. A 0.1~mm film has $q=0.013$ and $\alpha_{\rm eff}=8.9$, and the purge vents 31.6\% of the DEZ. A 1~mm film has $q=0.13$, still well below one, but $\alpha_{\rm eff}=4.7$ and the loss is 55.5\%. At the same DEZ removal rate that purge lasts about $10(55.5/28.5)\approx19$~h. These are dilute-limit estimates. The initial vapour, with 17\% hexane, is not dilute. The film thicknesses are chosen, not predicted. Liquid depleted in hexane is denser than the liquid below it and tends to sink. For a 1~mm film at the start, a density difference $\Delta\rho\approx0.007$~g/cm$^3$ and an assumed viscosity $\eta=1$~cP give a Rayleigh number $g_0\Delta\rho\,\delta^3/(\eta D)\approx3\times10^4$, where $g_0$ is the gravitational acceleration. Convection sets in near $10^3$, so such a film is unlikely to stay stagnant early in the purge. The density difference falls with the hexane fraction, however, and at the target the same film has a Rayleigh number of only about $2\times10^3$. Films thinner than about 0.4~mm at the start, or 0.8~mm at the end, stay below $10^3$, so buoyancy alone need not remove the mixing penalty. The 55.5\% loss shows the sensitivity to mixing; it is not a prediction for this source.

Q. And if nobody stirs the liquid at all?

A. The initial depth is roughly $0.98(123)/(1.2\times30)=3.3$~cm. The corresponding diffusion time, $(3.3)^2/(2\times10^{-5})$~s, is about six days, much longer than the purge. Diffusion alone cannot keep this liquid uniform, and the steady-film formula should not be stretched over its full depth. Convection or bubbling has to do the mixing.

Q. How much of the 28.5\% should I trust for a real DEZ source?

A. Treat it as the ideal, well-mixed estimate for these inputs. The pressures and evaporation heats are rough typical values for DEZ and hexane near room temperature; the hexane content, vessel dimensions and purge time are chosen. The result is sensitive to the pressures: by \eqref{eq:b}, a DEZ pressure of 16 instead of 15~Torr gives $\alpha\approx9.4$ and a loss of about 30\%, and $\alpha=9$ gives 31.4\%. Of the effects sized here, incomplete mixing moves the result furthest: a 1~mm film, if it stayed stagnant, would nearly double the loss. The chosen non-ideality lowers it by about five percentage points. The free-evaporation limit, which a slow purge does not approach, would lower it by about four. Decomposition and vapour non-ideality are not included. For a real purge, the hexane fraction in the outgoing vapour should be measured. If, with carrier gas left out of the count, it falls below the ideal equilibrium value for the sampled bulk liquid, a depleted surface is one possible cause, though non-ideality or unequal transport of the two vapours could also contribute. The numerical output lists the inputs and the separate sensitivity cases.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical or chosen values)
Temperature: 298 K
Pure vapour pressure, hexane: 150 Torr
Pure vapour pressure, DEZ: 15 Torr
Initial liquid: 1.00 mol
Initial DEZ: 0.980 mol; hexane: 0.020 mol
Hexane in liquid, start: 2.00 mol%
Hexane in liquid, target: 0.10 mol%
Molar masses, hexane and DEZ: 86, 123 g/mol
Evaporation heats: 0.30, 0.40 eV per molecule
Liquid density: 1.2 g/cm3; area: 30 cm2
Purge duration: 10 h
Liquid diffusivity: 2.0e-05 cm2/s
IDEAL PURGE
Exponent alpha: 10.000 (dimensionless)
Required change of nA/nB: factor 0.04905
DEZ kept: 71.53 %; vented: 28.47 %
DEZ vented: 0.2790 mol
Hexane kept: 3.509 % of its initial amount
Total liquid kept: 70.17 %
Hexane in vapour, start: 16.95 mol%
Hexane in vapour, end: 0.991 mol%
Source pressure, start: 17.70 Torr
Source pressure, end: 15.135 Torr
Mean DEZ vapour flow: 10.42 sccm (0 C, 1 atm)
NEGLECTED EFFECTS: exponent and DEZ vented
Headspace 0.50 L: 9.9782, 28.55 %, 698 pulses
Headspace 0.25 L: 9.9891, 28.51 %, 1394 pulses
Exponent shift on halving: 0.0109
Margules constant 0.2: 12.183, 23.63 %
Margules dilute-limit exponent: 12.214
Cooler by 5 K throughout: 10.687, 26.75 %
Free evaporation to vacuum: 11.959, 24.05 %
Surface recession speed: 2.648e-05 cm/s
Film 0.1 mm: 8.942, 31.59 %, v*delta/D = 0.0132
Film 1.0 mm: 4.726, 55.48 %, v*delta/D = 0.1324
\end{verbatim}
